# Sparse sampling in the intermediate representation for the Migdal–Eliashberg equations, part 3

The sparse-sampling option (class `Sparse`) solves the isotropic Migdal–Eliashberg equations for a half-filled band $\xi\in[-W,W]$ with constant density of states, an Einstein phonon (angular frequency $\Omega$, coupling $\lambda$) and an instantaneous repulsion $\mu$. With $\beta=1/k_BT$: $x=\tau/\hbar\beta$, $y=\beta E$, $w=\beta W$, $y_\Omega=\beta\hbar\Omega$, $\nu_n=\beta\varepsilon_n=(2n+1)\pi$. Energies in formulas with $\nu_n$ are in units of $k_BT$.

The Nambu self-energy is $\Sigma_n=i\varepsilon_n(1-Z_n)+\phi_n\tau_1$ ($\tau_i$ are Pauli matrices), the gap function is $\Delta_n=\phi_n/Z_n$, and $\phi_n\to\phi_\infty$ at large $|n|$. With $\sigma_n=\varepsilon_nZ_n$, $\Theta_n^2=\sigma_n^2+\phi_n^2$, $c_n=(2/\Theta_n)\arctan(W/\Theta_n)$, $g_n=-i\sigma_nc_n$ and $f_n=\phi_nc_n$,

$$i\varepsilon_n(1-Z_n)=k_BT\sum_m\lambda_{n-m}\,g_m,\qquad \phi_n=k_BT\sum_m(\lambda_{n-m}-\mu)f_m,$$

$$\lambda_k=\frac{\lambda\,y_\Omega^2}{y_\Omega^2+4\pi^2k^2}.$$

Functions obey $a_n=\int_0^1e^{i\nu_nx}a(x)\,dx$ and $a(x)=-\int K(x,y)\rho(y)\,dy$, with $K(x,y)=e^{-xy}/(1+e^{-y})$ and spectral function $\rho$ ($\rho_g$, $\rho_\Sigma$ for $g$, $\Sigma$). Convolution with $\lambda_k$ is multiplication by $\lambda(x)=\sum_ke^{-2\pi ikx}\lambda_k$, and

$$\lambda(x)K(x,y)=\frac{\lambda y_\Omega}{2}\Big[(1+b-n_F)\,K(x,y+y_\Omega)+(b+n_F)\,K(x,y-y_\Omega)\Big],$$

with $b=1/(e^{y_\Omega}-1)$, $n_F=1/(e^y+1)$.

On $|y|\le\Lambda=\beta E_{\max}$, $K=\sum_ls_lU_lV_l$; the $L$ functions $U_l$ with $s_l\ge\epsilon s_0$ are kept, and $|a_l|\le s_l\|\rho\|$. Proved: $L<(2p+1)(m+1)$, with $m=\lceil\log_2\Lambda\rceil$ and $p$ the least positive integer with $2\cdot4^{-p}<\epsilon\sqrt2\tanh\tfrac12=0.6535\,\epsilon$. Computed at $\epsilon=10^{-10}$: $L=52$ at $\Lambda=10^3$, growing by 21.81 per decade. Interpolating $K$ with $p$ nodes per panel gives $K_R$, with $\|K-K_R\|^2\le4(m+1)\,16^{-p}$. The Gauss order is the number of quadrature nodes per panel.

Fits at sampled points have condition number $\kappa$. The iteration:

1. Form $c_k$, $g_k$, $f_k$ at sampled frequencies.
2. Fit coefficients $\mathbf g$, $\mathbf f$.
3. $\sigma_k'=\nu_k-\operatorname{Im}(B\mathcal M\mathbf g)_k$.
4. $\phi_k'=\operatorname{Re}(B\mathcal M\mathbf f)_k-\mu\sum_lU_l(0)f_l$.
5. Mix, $\phi\leftarrow\phi+\alpha(\phi'-\phi)$, likewise $\sigma$.

Here $B$ evaluates the basis at sampled frequencies and $\mathcal M$ multiplies by $\lambda(x)$. At $T_c$ the largest real eigenvalue of linearised step 4 is one.

A uniform grid of $2N$ frequencies omits $\phi_\infty\mathcal T_N$ from $\sum f_m$, with $\mathcal T_N\approx w/\pi^2N$, shifting $\phi_n$ directly by $+\mu\phi_\infty\mathcal T_N$. The reference solution restores this tail.

## Worked example

The parameters are round model values: $W=1.0\times10^{-19}$ J, $\Omega=3.0\times10^{13}$ rad/s, $\lambda=1$, $\mu=0.3$, $T=5$ K. Then $k_BT=6.90325\times10^{-23}$ J, $\hbar\Omega=3.16372\times10^{-21}$ J and $\hbar\beta=1.52765\times10^{-12}$ s, so $w=1448.59$ and $y_\Omega=45.8294$. The Migdal parameter is $\lambda\hbar\Omega/W=0.032$. With $\Lambda=4096$ the window is $E_{\max}=4096\times6.90325\times10^{-23}\ \text{J}=2.8276\times10^{-19}$ J, or $2.828\,W$.

For $\epsilon=10^{-10}$ the table and the slope predict $52+21.81\log_{10}4.096=52+13.4=65.4$ functions, and the program finds $L=65$, with $s_0=1.5898$ and $s_{64}/s_0=1.35\times10^{-10}$. The proved bound has $m=12$ and $p=18$ (from $\log_4[2/(0.6535\times10^{-10})]=17.4$), giving $37\times13=481$, and the bare grid count is $4096/\pi\approx1304$. The condition numbers are 73.5 for the times and 148.2 for the frequencies. The sampled indices run from $-2203$ to $4612$; the largest has $\nu=9225\pi\approx7.1\Lambda$. The smallest sampled time is $6.407\times10^{-19}$ s, or $x=4.19\times10^{-7}$ and $x\Lambda=1.7\times10^{-3}$. This is far below the shortest decay time in the window and marks no physical scale: it is the candidate node nearest to $\tau=0$ and stands in for the end point.

With $\alpha=0.6$ the iteration converged in 102 steps to a change below $10^{-9}k_BT$. The digits below serve the numerical comparison; the model itself does not describe a material.

| $n$ | $Z_n$ | $\Delta_n$ ($10^{-22}$ J) |
|---|---|---|
| 0 | 1.9351736 | 3.335164 |
| 1 | 1.9240825 | 3.252952 |
| 5 | 1.8038293 | 2.352646 |
| 50 | 1.1713947 | −1.543182 |
| 500 | 1.0062176 | −1.737969 |
| 5000 | 1.0000672 | −1.739233 |

The gap at the lowest Matsubara energy is $\Delta_0=3.335\times10^{-22}$ J, or 2.082 meV; it is not the gap edge on the real axis, which would require analytic continuation. The gap function changes sign between $n=5$ and $n=50$, where the phonon attraction dies off and the constant repulsion remains, and it tends to $\phi_\infty=-1.739\times10^{-22}$ J.

Two limits can be checked by hand. At $n=0$, pairing $m$ with $-m-1$ and using that $h_m=\sigma_mc_m$ is odd in frequency gives $\nu_0(Z_0-1)=\sum_{m\ge0}(\lambda_m-\lambda_{m+1})h_m$. The weights are positive and telescope to $\lambda$, and $h_m=2(\sigma_m/\Theta_m)\arctan(w/\Theta_m)<\pi=\nu_0$. Hence $Z_0<1+\lambda=2$, with equality only for an infinite band in the normal state; the value 1.935 reflects both the gap and the finite band, in shares not separated here. At high frequency, integration by parts gives $a_n\to-[a(0)+a(1)]/i\nu_n$. Since $g_n\to2w/i\nu_n$ and $\lambda(0)=\lambda(1)=\lambda(y_\Omega/2)\coth(y_\Omega/2)$, the product has $i\nu(1-Z)\to2w\lambda(0)/i\nu$, so $Z_n-1\to\lambda y_\Omega w\coth(y_\Omega/2)/\nu_n^2$. For $n=5000$, where the hyperbolic cotangent is one to all digits shown, this is $45.8294\times1448.59/(10001\pi)^2=66388/(9.872\times10^8)=6.73\times10^{-5}$, against $6.72\times10^{-5}$ in the table. That frequency lies beyond the largest sampled one.

The reference with 32768 frequencies and the tail gives the same $Z_0$ and $\Delta_0$ in all printed digits. Over the six frequencies the largest difference is $1.3\times10^{-9}$ in $Z$ and $3.6\times10^{-9}$ of $\Delta_0$ in $\Delta$; the asserted tolerance is $10^{-6}$. These differences contain the errors of both methods and both stopping criteria. Without the tail, grids of 2048, 4096 and 8192 frequencies give errors of $\Delta_0$, relative to the reference, of $-2.302\times10^{-2}$, $-1.146\times10^{-2}$ and $-5.713\times10^{-3}$. The ratios are 2.009 and 2.006, and the program asserts the factor 2 within 0.1. The sign is the derived one. For $N=1024$ the direct shift has $\mathcal T_N\approx1448.59/(1024\pi^2)=0.143$ and $\mu\phi_\infty\mathcal T_N=-7.5\times10^{-24}$ J, which is $-1.2\%$ of $\phi_0=Z_0\Delta_0=6.454\times10^{-22}$ J. The observed error is twice that. The remainder is attributed to self-consistent feedback, whose size is not derived here. Extrapolating the $1/N$ law, with $8192\times5.713\times10^{-3}\approx47$, an uncorrected grid would need about $5\times10^{9}$ frequencies for a relative error of $10^{-8}$.

The eigenvalue condition gives $T_c=12.92$ K. At that temperature the leading eigenvalue of the linearised equation on a uniform grid with tail differs from one by $-1.1\times10^{-9}$.

## Choosing the settings

**Window `Lam`.** Set $\Lambda=E_{\max}/k_BT_{\min}$, with $T_{\min}$ the lowest temperature of the run. The choice $E_{\max}=W$ leaves part of the spectrum outside the window, because each iteration shifts spectral weight outwards by $\hbar\Omega$ and the self-consistent spectrum has no sharp edge; the coefficient bound then no longer covers it. The cost depends on how far out the weight lies. In the example a window with $E_{\max}=W$ changes the gap function at the six tabulated frequencies by an amount of order $10^{-8}\Delta_0$, and $E_{\max}=W/2$ by an amount of order $10^{-4}\Delta_0$ (these runs are not part of the printed program), so a margin beyond $W$ is a precaution here. A leading-order estimate for the normal state at $y_\Omega\gg1$, neglecting the real part of $\Sigma$, runs as follows. For $y>w$ the product formula gives $\rho_\Sigma(y)\approx(\lambda y_\Omega/2)\rho_g(y-y_\Omega)$. Expanding $1/(y-\xi-\Sigma)$ to first order in $\Sigma$ gives $\rho_g(y)\approx\rho_\Sigma(y)\int_{-w}^{w}d\xi/(y-\xi)^2<\rho_\Sigma(y)/(y-w)$. At $y=w+jy_\Omega$ each further quantum therefore multiplies the spectral density by less than $\lambda/2j$, so within this estimate it falls at least as fast as $(\lambda/2)^j/j!$, which for $\lambda=1$ passes $10^{-10}$ at $j=11$. This is not a bound on the true density: the neglected real part of $\Sigma$, about $1.5\,\hbar\Omega$ at the band edge in the example, moves the edge outwards, the self-consistent density at $j=11$ is some forty times larger, and the threshold is passed at $j=12$. The program does not test this estimate. The example has a margin of $(4096-1448.59)/45.83\approx58$ quanta. The two risks are unequal: doubling $\Lambda$ costs $21.81\log_{10}2\approx6.6$ functions at $\epsilon=10^{-10}$, while an isolated pole at ten times the window edge gave an error of order one; weight just outside the window costs far less. A run should be repeated with $\Lambda$ doubled whenever the margin is in doubt. In a first-principles calculation the window has to cover all bands retained, and any further frequency-dependent interaction.

**Cutoff `eps`.** Relative to the $\epsilon=10^{-10}$ solution, and in units of $\Delta_0$, the gap function changed by $8.7\times10^{-7}$ for $\epsilon=10^{-6}$ ($L=43$) and by $2.6\times10^{-9}$ for $\epsilon=10^{-8}$ ($L=54$). With the sampling points of these runs the change stayed below $\epsilon$; this is not general, since another set of sampling points can give several times $\epsilon$, the fit can amplify the tail by the condition number, and the single pole at $y=-7.7$ was recovered only to $26\,\epsilon$. A cautious choice is the target relative accuracy divided by $\kappa$, about $10^2$ here. Each decade of $\epsilon$ added about $(65-43)/4=5.5$ functions at $\Lambda=4096$. With a basis built in double precision, $10^{-10}$ is the smallest value tested; rounding in $U_l$ grows as $s_0/s_l$ but is compensated in an expansion by $a_l\propto s_l$, so this value is not a limit of the method. Singular values near the machine precision times $s_0$, about $10^{-16}s_0$, cannot be resolved, and a cutoff approaching that level needs a decomposition in extended precision.

**Gauss order.** The proved interpolation error falls by 4 per added node. The measured one fell from $9.269\times10^{-3}$ to $2.324\times10^{-4}$ between $p=3$ and $p=5$, a factor 6.3 per node. The factor per node falls slightly, to about 6.0, as $p$ grows, and the error is about $6\times10^{-13}$ at 16 nodes, the order used for the table of sizes; the example uses 20. The error must lie well below $\epsilon s_0$, and orthonormality on a grid of different order is the practical check.

**Mixing.** An error mode with eigenvalue $\eta$ of the unmixed map is multiplied by $1-\alpha(1-\eta)$ per step, so convergence needs $\eta<1$ and $\alpha<2/(1-\eta)$. The bare repulsion produces a negative eigenvalue. For a perturbation constant between $\hbar\Omega$ and $W$, where $c\approx\pi/|\nu|$, the estimate is $\eta\approx-\mu\cdot2\int d\nu\,(\pi/\nu)/2\pi=-\mu\ln(W/\hbar\Omega)=-0.3\ln31.6=-1.04$, which would limit $\alpha$ to about 0.98. This logarithmic estimate leaves out the phonon term and the factor $Z$ and overstates $|\eta|$: the most negative eigenvalue of the linearised map in the example is about $-0.8$, so the limit lies near $\alpha\approx1.1$. The program uses $\alpha=0.6$ and does not test the limit. Wider bands or larger $\mu$ require smaller $\alpha$. Near $T_c$ the amplitude mode has $\eta\to1$ and the iteration slows for any $\alpha$, so $T_c$ should be taken from the eigenvalue problem.

**When to leave the option off.** At $\Lambda=10^2$ and $\epsilon=10^{-10}$ the basis has 30 functions against 31.8 grid points inside the window, but the two counts do not give the same accuracy, because a grid that merely covers the window is far from converged. For a numerical test model with $\lambda=2$, $\mu=0.1$, $w=28$ and $y_\Omega=9$ (its Migdal parameter $\lambda\hbar\Omega/W=0.64$ is not small, so it serves only to compare the two representations of the same equations), a uniform grid with the tail restored has a relative error of $\Delta_0$ of about $3\times10^{-3}$ with 32 points, $7\times10^{-7}$ with 512 and $9\times10^{-8}$ with 1024, while the 30 functions agree with a grid of 2800 points to better than $10^{-8}$ (these runs are not part of the printed program). The case for leaving the option off at small $\Lambda$ is only that a few hundred uniform points are cheap when moderate accuracy suffices. The fit to real coefficients needs only a real spectral function, as the fits of single poles show, while steps 1, 3 and 4 of the iteration assume a real gap function and the particle–hole symmetric model above; an asymmetric band adds a $\tau_3$ component and an equation for the chemical potential, which are not treated here. The option changes only the representation of the frequency dependence and leaves the validity of the Migdal approximation as it was.

## Calculated quantities

```
lower bound on s0: 0.6535
Lam, s0, L(1e-6), bound, L(1e-10), bound, uniform points Lam/pi
1e+02 1.4539 21 184 30 296 31.8
1e+03 1.5511 34 253 52 407 318
1e+04 1.6091 48 345 74 555 3.18e+03
1e+05 1.6469 61 414 95 666 3.18e+04
1e+06 1.6729 74 483 117 777 3.18e+05
1e+07 1.6915 87 575 139 925 3.18e+06
Lam=1e3 p=2 rank=44: HS error 6.012e-02, bound 4.146e-01
Lam=1e3 p=3 rank=66: HS error 9.269e-03, bound 1.036e-01
Lam=1e3 p=5 rank=110: HS error 2.324e-04, bound 6.478e-03
eps=1e-06: functions per decade of Lam 13.22, predicted 13.22
eps=1e-10: functions per decade of Lam 21.81, predicted 21.81
pole y=300.3: error in G(x) 5.8e-10, convolution rel. error 2.3e-10
pole y=-7.7: error in G(x) 2.6e-09, convolution rel. error 5.6e-11
pole outside window y=10 Lam: error in G(x) 4.7e-01
W = 1.00e-19 J, Omega = 3.00e+13 rad/s, lambda = 1.0, mu = 0.3, T = 5.0 K
k_B T = 6.90325e-23 J, hbar Omega = 3.16372e-21 J, hbar beta = 1.52765e-12 s
beta W = 1448.59, beta hbar Omega = 45.8294
Lam = 4096, E_max = 2.8276e-19 J, E_max/W = 2.828
eps = 1e-10: L = 65, s0 = 1.5898, s_(L-1)/s0 = 1.35e-10
condition numbers: time 73.5, frequency 148.2
smallest sampled tau = 6.407e-19 s, sampled n from -2203 to 4612
iterations = 102, phi_infinity = -1.73925e-22 J
n = 0: Z = 1.9351736, Delta = 3.335164e-22 J
n = 1: Z = 1.9240825, Delta = 3.252952e-22 J
n = 5: Z = 1.8038293, Delta = 2.352646e-22 J
n = 50: Z = 1.1713947, Delta = -1.543182e-22 J
n = 500: Z = 1.0062176, Delta = -1.737969e-22 J
n = 5000: Z = 1.0000672, Delta = -1.739233e-22 J
Delta_0 = 3.335164e-22 J = 2.08165 meV
reference with 32768 frequencies + tail: Z_0 = 1.9351736, Delta_0 = 3.335164e-22 J
max deviation: Z 1.3e-09, Delta/Delta_0 3.6e-09
truncated grid, 2048 frequencies: rel. error of Delta_0 -2.302e-02
truncated grid, 4096 frequencies: rel. error of Delta_0 -1.146e-02
truncated grid, 8192 frequencies: rel. error of Delta_0 -5.713e-03
eps = 1e-06: L = 43, change of Delta/Delta_0 8.7e-07
eps = 1e-08: L = 54, change of Delta/Delta_0 2.6e-09
T_c = 12.91618 K, uniform-grid leading eigenvalue at T_c minus 1 = -1.1e-09
```
